# Tetragonal d-orbital energies and their conversion to A20, A40 and A44

## Levels and coefficients

Consider one electron in a d shell ($l=2$) in a tetragonal field. The fourfold axis is $z$, and the four equatorial ligands lie on the $\pm x$ and $\pm y$ axes. Measured from the barycentre of the shell, the orbital energies are

$$
\begin{aligned}
E(z^2)&=6Dq-2Ds-6Dt,\\
E(x^2-y^2)&=6Dq+2Ds-Dt,\\
E(xy)&=-4Dq+2Ds-Dt,\\
E(xz)=E(yz)&=-4Dq-Ds+4Dt .
\end{aligned}
\tag{1}
$$

For use in a multiplet calculation the same field can be written as an expansion in renormalized spherical harmonics,

$$
V=\sum_{k,q}A_{kq}C_{kq}(\theta,\phi),\qquad C_{kq}=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}, \tag{2}
$$

with Condon–Shortley phases. In this form

$$
A_{20}=-7Ds,\qquad A_{40}=21(Dq-Dt),\qquad A_{44}=A_{4,-4}=21\sqrt{\tfrac{5}{14}}\,Dq. \tag{3}
$$

Here $Dq$, $Ds$ and $Dt$ are single symbols, not products. The radial average over the d function is contained in $A_{kq}$, so all quantities in (3) are energies. A program that expands in $Y_{kq}$ instead needs the coefficients $\sqrt{4\pi/(2k+1)}\,A_{kq}$, as substitution in (2) shows. The normalization must therefore be known before (3) is used.

## Which coefficients survive

A matrix element of $V$ within the shell contains the product of two harmonics with $l=2$. On the unit sphere this product is an even polynomial of degree at most four. It therefore contains harmonics with $k=0,2,4$ and no others, and by orthogonality these are the terms of $V$ that can contribute.

A rotation by $90^\circ$ about $z$ multiplies $e^{iq\phi}$ by $i^{q}$ or its conjugate. Invariance requires $q$ to be a multiple of four, which leaves $A_{00}$, $A_{20}$, $A_{40}$ and $A_{4,\pm4}$. Since $V$ is real and $C_{4,-4}=C_{44}^*$, we have $A_{4,-4}=A_{44}^*$. Reflection in the $xz$ plane changes $\phi$ to $-\phi$ and exchanges $C_{44}$ with $C_{4,-4}$, so it also requires $A_{4,-4}=A_{44}$. Hence $A_{44}$ is real. Both terms must be supplied, because one without the other is not Hermitian.

The coefficient $A_{00}$ moves all five orbitals together and is omitted. Three parameters remain.

The same count follows from the orbitals. Under the tetragonal group $D_{4h}$, $z^2$, $x^2-y^2$ and $xy$ belong to the different representations $a_{1g}$, $b_{1g}$ and $b_{2g}$, while $xz$ and $yz$ form the pair $e_g$. An invariant spin-independent one-electron operator cannot mix them and has four level energies, or three after the barycentre is removed. The parametrization can thus represent any such operator in this shell, whether its origin is electrostatic or covalent.

## Definition of Dq, Ds and Dt

To make (3) a statement with content, the three parameters are defined without reference to the harmonics, through the angular momentum operators in units of $\hbar$:

$$
\begin{aligned}
H={}&\tfrac53Dq\left(l_x^4+l_y^4+l_z^4-\tfrac{102}{5}\right)+Ds\,(l_z^2-2)\\
&-\tfrac{1}{12}Dt\,(35l_z^4-155l_z^2+72).
\end{aligned}
\tag{4}
$$

The first term has cubic symmetry. The other two describe the departure from it.

To find the eigenvalues of the cubic term, apply $l_z=-i(x\partial_y-y\partial_x)$ to the real orbitals:

$$
\begin{aligned}
l_z\,xy&=-i(x^2-y^2), & l_z(x^2-y^2)&=4i\,xy,\\
l_z\,xz&=i\,yz, & l_z\,yz&=-i\,xz .
\end{aligned}
\tag{5}
$$

A second application gives $l_z^2=4$ for $xy$ and $x^2-y^2$, and $l_z^2=1$ for $xz$ and $yz$. The orbital $z^2$ is symmetric about the axis and has $l_z^2=0$. The corresponding values of $l_z^4$ are 16, 1 and 0.

For $xy$, therefore, $l_z^4$ gives 16. By permutation of the axes, $l_x^4$ and $l_y^4$ give 1 each. The sum is 18, and the same holds for $xz$ and $yz$.

For the other two orbitals, $l_x^4$ gives 16 on $y^2-z^2$ and zero on $3x^2-r^2$. Within the space of $z^2$ and $x^2-y^2$ it is thus 16 times the projector on $y^2-z^2$. The operators $l_y^4$ and $l_z^4$ act likewise with $z^2-x^2$ and $x^2-y^2$. In the normalized basis $(z^2,\;x^2-y^2)$ these three functions have the components

$$
\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\qquad
\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\qquad (0,1). \tag{6}
$$

The diagonal elements of the summed projectors are $\tfrac34+\tfrac34=\tfrac32$ and $\tfrac14+\tfrac14+1=\tfrac32$. The off-diagonal element is $\tfrac{\sqrt3}{4}-\tfrac{\sqrt3}{4}=0$. The sum of fourth powers is therefore $16\cdot\tfrac32=24$ for both orbitals. The cubic term now gives

$$
\tfrac53\left(24-\tfrac{102}{5}\right)Dq=6Dq,\qquad
\tfrac53\left(18-\tfrac{102}{5}\right)Dq=-4Dq. \tag{7}
$$

The remaining terms of (4) depend on $l_z^2=m^2$ alone. For $|m|=0,1,2$ they give

$$
Ds\,(m^2-2):\quad -2Ds,\;-Ds,\;+2Ds, \tag{8}
$$

$$
-\tfrac{1}{12}Dt\,(35m^4-155m^2+72):\quad -6Dt,\;+4Dt,\;-Dt. \tag{9}
$$

The orbital $z^2$ has $|m|=0$, the pair $xz,yz$ has $|m|=1$, and $x^2-y^2$ and $xy$ have $|m|=2$. Adding (7), (8) and (9) gives the levels (1). Counting the pair twice, the coefficients sum to $6+6-4-8=0$ for $Dq$, $-2+2+2-2=0$ for $Ds$ and $-6-1-1+8=0$ for $Dt$. No parameter moves the barycentre.

Two differences separate the roles of the parameters:

$$
\begin{aligned}
E(x^2-y^2)-E(xy)&=10Dq,\\
E(xy)-E(xz)&=3Ds-5Dt .
\end{aligned}
\tag{10}
$$

The first is free of $Ds$ and $Dt$. The second vanishes when $Ds=\tfrac53Dt$, even if neither parameter is zero. Degeneracy of $xy$ with $xz$ and $yz$ is therefore not proof of a cubic field.

## Matrix elements of the harmonics

Let $u=\cos\theta$. The angular densities are

$$
\begin{aligned}
|Y_{20}|^2&=\frac{5}{16\pi}(3u^2-1)^2,\\
|Y_{2,\pm1}|^2&=\frac{15}{8\pi}u^2(1-u^2),\\
|Y_{2,\pm2}|^2&=\frac{15}{32\pi}(1-u^2)^2,
\end{aligned}
\tag{11}
$$

and the required harmonics are

$$
\begin{aligned}
C_{20}&=\tfrac12(3u^2-1),\qquad C_{40}=\tfrac18(35u^4-30u^2+3),\\
C_{44}&=\tfrac{\sqrt{70}}{16}(1-u^2)^2e^{4i\phi}.
\end{aligned}
\tag{12}
$$

The integral over $\phi$ of a diagonal element gives $2\pi$. For $C_{20}$ and $m=0$,

$$
\begin{aligned}
\langle0|C_{20}|0\rangle
&=\tfrac{5}{16}\int_{-1}^{1}(27u^6-27u^4+9u^2-1)\,du\\
&=\tfrac58\left(\tfrac{27}{7}-\tfrac{27}{5}+3-1\right)=\tfrac27 .
\end{aligned}
\tag{13}
$$

For $m=\pm1$,

$$
\begin{aligned}
\langle\pm1|C_{20}|\pm1\rangle
&=\tfrac{15}{8}\int_{-1}^{1}(-u^2+4u^4-3u^6)\,du\\
&=\tfrac{15}{4}\left(-\tfrac13+\tfrac45-\tfrac37\right)=\tfrac17 .
\end{aligned}
\tag{14}
$$

The five densities in (11) add to the constant $5/(4\pi)$, and $C_{20}$ integrates to zero over the sphere. Its diagonal elements therefore sum to zero. With $\tfrac27+2\cdot\tfrac17$ already found, each element for $m=\pm2$ is $-\tfrac27$.

For $C_{40}$ a shorter route is open. This function is the Legendre polynomial $P_4(u)$, which is orthogonal to every polynomial of lower degree. The $u^4$ term of each density is then all that contributes, and

$$
\int_{-1}^{1}u^4P_4\,du=\tfrac14\left(\tfrac{35}{9}-\tfrac{30}{7}+\tfrac35\right)=\tfrac{16}{315}. \tag{15}
$$

After multiplication by $2\pi$, the $u^4$ coefficients from (11) are $\tfrac{45}{8}$, $-\tfrac{15}{4}$ and $\tfrac{15}{16}$. The elements for $|m|=0,1,2$ are consequently

$$
\langle m|C_{40}|m\rangle=\tfrac{6}{21},\;-\tfrac{4}{21},\;\tfrac{1}{21}. \tag{16}
$$

The function $C_{44}$ raises $m$ by four, so it connects $m=-2$ with $m=2$. The phases cancel in the integrand, which leaves

$$
\begin{aligned}
\langle2|C_{44}|{-2}\rangle
&=\tfrac{15}{16}\,\tfrac{\sqrt{70}}{16}\int_{-1}^{1}(1-u^2)^4du\\
&=\tfrac{15}{16}\,\tfrac{\sqrt{70}}{16}\,\tfrac{256}{315}=\tfrac{\sqrt{70}}{21}.
\end{aligned}
\tag{17}
$$

The integral follows from $2(1-\tfrac43+\tfrac65-\tfrac47+\tfrac19)=\tfrac{256}{315}$. The element of $C_{4,-4}$ in the opposite direction has the same value.

## Comparison of the two forms

In the space $m=\pm2$ the field has equal diagonal elements and a real coupling $\sqrt{70}A_{44}/21$. The two eigenfunctions are

$$
|x^2-y^2\rangle=\frac{|2\rangle+|{-2}\rangle}{\sqrt2},\qquad
|xy\rangle=\frac{|2\rangle-|{-2}\rangle}{i\sqrt2}. \tag{18}
$$

The coupling enters the first energy with a plus sign and the second with a minus sign. Thus

$$
\begin{aligned}
E(z^2)&=\tfrac27A_{20}+\tfrac{6}{21}A_{40},\\
E(x^2-y^2)&=-\tfrac27A_{20}+\tfrac1{21}A_{40}+\tfrac{\sqrt{70}}{21}A_{44},\\
E(xy)&=-\tfrac27A_{20}+\tfrac1{21}A_{40}-\tfrac{\sqrt{70}}{21}A_{44},\\
E(xz)&=\tfrac17A_{20}-\tfrac4{21}A_{40}.
\end{aligned}
\tag{19}
$$

The difference of the second and third lines must equal $10Dq$ by (10). This gives $A_{44}=105Dq/\sqrt{70}=21\sqrt{5/14}\,Dq$.

The mean of the same two lines, and the last line, must agree with (1):

$$
\begin{aligned}
-\tfrac27A_{20}+\tfrac1{21}A_{40}&=Dq+2Ds-Dt,\\
\tfrac17A_{20}-\tfrac4{21}A_{40}&=-4Dq-Ds+4Dt .
\end{aligned}
\tag{20}
$$

Four times the first equation plus the second removes $A_{40}$, $Dq$ and $Dt$. The result is $-A_{20}=7Ds$. Substitution in the first equation gives $A_{40}/21=Dq-Dt$. This completes (3). The first line of (19) then reads $-2Ds+6(Dq-Dt)$, in agreement with the level not used in the comparison.

Solving (3) for the ligand-field parameters gives

$$
Dq=\frac{A_{44}}{21\sqrt{5/14}},\qquad Ds=-\frac{A_{20}}{7},\qquad Dt=Dq-\frac{A_{40}}{21}. \tag{21}
$$

In a tetragonal field $Dq$ must be taken from $A_{44}$. The ratio $A_{40}/21$ is $Dq-Dt$, which equals $Dq$ when $Dt=0$.

If the orbital levels are known, for instance from a one-electron calculation, the coefficients follow directly:

$$
\begin{aligned}
A_{20}&=E(z^2)-E(x^2-y^2)-E(xy)+E(xz),\\
A_{40}&=\tfrac3{10}\left[6E(z^2)+E(x^2-y^2)+E(xy)-8E(xz)\right],\\
A_{44}&=\tfrac32\sqrt{\tfrac7{10}}\left[E(x^2-y^2)-E(xy)\right].
\end{aligned}
\tag{22}
$$

To verify the first line, insert (19). The factor of $A_{20}$ is $\tfrac27+\tfrac47+\tfrac17=1$, and that of $A_{40}$ is $(6-2-4)/21=0$. In the second bracket the factor of $A_{20}$ is $(12-4-8)/7=0$, and that of $A_{40}$ is $(36+2+32)/21=\tfrac{10}{3}$. The terms in $A_{44}$ cancel in both. The third line inverts the difference used above. A common shift of all levels drops out of (22), so they need not be measured from the barycentre.

These energies are one-electron levels. Peak positions in a multiplet spectrum also contain electron repulsion and spin–orbit coupling and cannot in general be inserted in (22).

The sign of $A_{44}$ depends on the axes. If the equatorial ligands are turned by $45^\circ$, the angle $\phi$ in the field becomes $\phi-\pi/4$, and $e^{4i\phi}$ acquires the factor $e^{-i\pi}=-1$. Then $A_{44}$ changes sign and the labels $x^2-y^2$ and $xy$ exchange their energies. The physical levels are unchanged. The meaning of the parameters is not: (21) presumes ligands on the $x$ and $y$ axes. Applied with the ligands on the diagonals, it returns $-Dq$ in place of $Dq$, the same $Ds$, and $Dt-2Dq$ in place of $Dt$. A regular octahedron would then appear to have a nonzero $Dt$. The axes must be aligned with the ligands, or the sign of $A_{44}$ reversed, before (21) is used.

## A numerical conversion

Take the round model parameters $Dq=0.12$ eV, $Ds=0.05$ eV and $Dt=0.02$ eV. Equation (1) gives, in eV,

$$
\begin{aligned}
E(z^2)&=0.72-0.10-0.12=0.50,\\
E(x^2-y^2)&=0.72+0.10-0.02=0.80,\\
E(xy)&=-0.48+0.10-0.02=-0.40,\\
E(xz)&=-0.48-0.05+0.08=-0.45.
\end{aligned}
\tag{23}
$$

The upper pair is split by 0.30 eV, but $xy$ lies just 0.05 eV above $xz$ and $yz$. In that lower splitting, $3Ds=0.15$ eV and $5Dt=0.10$ eV largely cancel, as (10) allows.

The levels and (22) give the input of the multiplet calculation, again in eV:

$$
\begin{aligned}
A_{20}&=0.50-0.80+0.40-0.45=-0.35,\\
A_{40}&=0.3\,(3.00+0.80-0.40+3.60)=2.10,\\
A_{44}&=1.5\sqrt{0.7}\,(0.80+0.40)=1.506.
\end{aligned}
\tag{24}
$$

The same values follow from (3). The ratio $A_{44}/A_{40}$ is 0.717, whereas a cubic field has $\sqrt{5/14}=0.598$. The increase by the factor $Dq/(Dq-Dt)=1.2$ is the effect of $Dt$.

## Point charges and the meaning of the signs

An electrostatic model connects the parameters with geometry. Place charges $-Z$ at distance $a$ on the four equatorial axes and at distance $c$ on $\pm z$. In atomic units each repels the electron with energy $Z/|\mathbf r-\mathbf R|$. If the d density lies inside all ligand distances, the multipole expansion gives

$$
A_{kq}=Z\langle r^k\rangle\sum_L\frac{C_{kq}^*(\hat{\mathbf R}_L)}{R_L^{k+1}}. \tag{25}
$$

At the poles $C_{20}=C_{40}=1$ and $C_{44}=0$. At the equatorial sites $C_{20}=-\tfrac12$, $C_{40}=\tfrac38$ and $C_{44}=\sqrt{70}/16$. Summing two axial and four equatorial terms,

$$
\begin{aligned}
A_{20}&=2Z\langle r^2\rangle\left(\frac1{c^3}-\frac1{a^3}\right),\\
A_{40}&=Z\langle r^4\rangle\left(\frac2{c^5}+\frac3{2a^5}\right),\qquad
A_{44}=\frac{\sqrt{70}}{4}\frac{Z\langle r^4\rangle}{a^5}.
\end{aligned}
\tag{26}
$$

Equation (21) turns these into

$$
\begin{aligned}
Dq&=\frac{Z\langle r^4\rangle}{6a^5},\qquad
Ds=\frac27Z\langle r^2\rangle\left(\frac1{a^3}-\frac1{c^3}\right),\\
Dt&=\frac2{21}Z\langle r^4\rangle\left(\frac1{a^5}-\frac1{c^5}\right).
\end{aligned}
\tag{27}
$$

In $Dt$ the equatorial factor is $\tfrac16-\tfrac1{14}=\tfrac2{21}$. In this model $Dq$ measures the equatorial ligands alone. Axial elongation, $c>a$, makes $Ds$ and $Dt$ positive and lowers $z^2$. Compression reverses both signs. At $c=a$ the field is cubic.

When the axial ligands are removed, $c\to\infty$, (27) gives $Dt=\tfrac47Dq$ and hence $A_{40}=9Dq$. The levels of this square-planar limit are

$$
\begin{aligned}
E(z^2)&=\tfrac{18}7Dq-2Ds, & E(x^2-y^2)&=\tfrac{38}7Dq+2Ds,\\
E(xy)&=-\tfrac{32}7Dq+2Ds, & E(xz)&=-\tfrac{12}7Dq-Ds.
\end{aligned}
\tag{28}
$$

Their order still depends on $Ds/Dq$, and so on the radial function.

For a numerical case take $Z=2$, $a=4$ bohr and a radial function proportional to $r^3(b-r)^2$ for $r<b=2.5$ bohr and zero outside. Here $r$ times the orbital's radial factor is meant, so its square is the radial density. The moments are $\langle r^2\rangle=2.244$ bohr$^2$ and $\langle r^4\rangle=6.010$ bohr$^4$. Equation (27) gives $Dq=2(6.010)/(6\cdot4^5)$ hartree, or 1.956 millihartree. The point-charge levels in the numerical output were obtained by integrating the unexpanded Coulomb potential, and they agree with (27) and (1).

For the elongated case, $c=4.6$ bohr, $Ds=6.86$ and $Dt=0.56$ millihartree. The levels, from the top, are $x^2-y^2$ at 24.9, $xy$ at 5.3, $z^2$ at $-5.4$ and $xz,yz$ at $-12.4$ millihartree. The orbital $z^2$ has fallen below $xy$. By (1),

$$
E(xy)-E(z^2)=-10Dq+4Ds+5Dt, \tag{29}
$$

which is $-19.56+27.44+2.81=10.69$ millihartree. The large $Ds$ causes the crossing. From (27),

$$
\frac{Ds}{Dq}=\frac{12}{7}\,\frac{\langle r^2\rangle a^2}{\langle r^4\rangle}\left(1-\frac{a^3}{c^3}\right), \tag{30}
$$

which is about 3.5 here. The quadrupole term falls off more slowly with distance than the fourth-order term, so a moderate distortion can produce $Ds>Dq$ for a compact shell.

For the compressed case, $c=3.6$ bohr, $Ds=-7.45$ and $Dt=-0.78$ millihartree. Now $z^2$ is highest at 31.3 millihartree and $xy$ lowest at $-21.9$. The value of $10Dq$ is 0.53 eV in both cases, since $a$ has not changed.

These point-charge numbers illustrate geometry and are not predictions for a complex. If the d density reaches the ligands, (25) no longer holds. Covalency also shifts the levels. Equations (3) and (22) remain valid for the resulting effective one-electron field in the d shell, but its parameters can no longer be read as the moments in (27).

The coefficients also belong to the shell for which they were obtained. Another shell has other radial averages, and in a p shell the product of two orbitals has degree two, so the $k=4$ terms vanish there. The d-shell value of $A_{20}$ cannot be carried over to a 2p core level without a separate evaluation of its radial average.

## Numbers as computed

```
MODEL PARAMETERS
Dq = 0.120 eV
Ds = 0.050 eV
Dt = 0.020 eV
Levels relative to the barycentre
E(z2) = 0.5000 eV
E(x2-y2) = 0.8000 eV
E(xy) = -0.4000 eV
E(xz) = -0.4500 eV
E(yz) = -0.4500 eV
E(x2-y2) - E(xy) = 1.2000 eV
E(x2-y2) - E(z2) = 0.3000 eV
E(xy) - E(xz) = 0.0500 eV
Coefficients obtained from the levels
A20 = -0.35000 eV
A40 = 2.10000 eV
A44 = A4,-4 = 1.50599 eV
A44/A40 in this example = 0.71714 (no unit)
A44/A40 in a cubic field = 0.59761 (no unit)
Recovered Dq = 0.12000 eV
Recovered Ds = 0.05000 eV
Recovered Dt = 0.02000 eV
POINT-CHARGE MODEL, direct Coulomb integration
Z = 2.0 e, a = 4.0 bohr, b = 2.5 bohr
<r^2> = 2.24359 bohr^2, <r^4> = 6.00962 bohr^4
Axial distance c = 4.6 bohr
  Dq = 1.9563 millihartree
  Ds = 6.8607 millihartree
  Dt = 0.5621 millihartree
  E(z2) = -5.3563 millihartree
  E(x2-y2) = 24.8967 millihartree
  E(xy) = 5.3342 millihartree
  E(xz) = -12.4373 millihartree
Axial distance c = 3.6 bohr
  Dq = 1.9563 millihartree
  Ds = -7.4468 millihartree
  Dt = -0.7752 millihartree
  E(z2) = 31.2825 millihartree
  E(x2-y2) = -2.3807 millihartree
  E(xy) = -21.9433 millihartree
  E(xz) = -3.4792 millihartree
Point-charge 10Dq = 0.5323 eV
```
